\section*{Sine-Basis Luttinger Wells: Exact Kinetic Elements and the Squared-Momentum Error}

\section{Definitions and conventions}

Holes move in a layer $0<z<L$ between hard walls, so every component of the envelope function vanishes at $z=0$ and $z=L$. Hole energy is counted upward from the bulk band edge. The in-plane wave vector $(k_x,k_y)$ is a fixed number, and $k_z=-i\,d/dz$ is an operator. Put
\begin{equation}
h_0=\frac{\hbar^2}{2m_0},\qquad \kappa_n=\frac{n\pi}{L},\qquad
\{a,b\}=\tfrac12(ab+ba).
\end{equation}
With dimensionless spin-$3/2$ matrices $J_i$, ordered as $J_z=3/2,1/2,-1/2,-3/2$, the four-band Luttinger matrix is
\begin{equation}
H_{\rm b}=h_0\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2
-2\gamma_2\sum_i k_i^2J_i^2
-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big].
\label{eq:bulk}
\end{equation}
The parameters $\gamma_i$ are constant in the layer, so no question of ordering them with $k_z$ arises. A uniform field $F$ adds the potential energy $eFz$, which pushes holes towards $z=0$. Strain, the lack of inversion symmetry of the crystal and the split-off band are left out of this model.

Sorting \eqref{eq:bulk} by powers of $k_z$ gives $H_{\rm b}=A_2k_z^2+A_1k_z+A_0$, with
\begin{align}
A_2&=h_0\big[\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\big],\\
A_1&=-4\gamma_3h_0\big[k_x\{J_x,J_z\}+k_y\{J_y,J_z\}\big],\\
A_0&=h_0\big[(\gamma_1+\tfrac52\gamma_2)(k_x^2+k_y^2)
-2\gamma_2(k_x^2J_x^2+k_y^2J_y^2)\nonumber\\
&\qquad -4\gamma_3k_xk_y\{J_x,J_y\}\big].
\end{align}
Since $J_z^2$ is $9/4$ or $1/4$, $A_2$ is diagonal. Its entries are $h_0(\gamma_1-2\gamma_2)$ for heavy holes and $h_0(\gamma_1+2\gamma_2)$ for light holes. It is positive when $\gamma_1>2|\gamma_2|$, which is assumed below. The matrix $A_1$ couples heavy to light holes. For example, $(J_x)_{3/2,1/2}=\sqrt3/2$, and the mean of the two $J_z$ values is $1$, so the corresponding element of $A_1$ at $k_y=0$ is $-2\sqrt3\,\gamma_3h_0k_x$.

Equation \eqref{eq:bulk} was compared with a six-band matrix built from $p$ orbitals and spin. Its orbital part has diagonal elements $h_0[(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k^2-k_i^2)]$ and off-diagonal elements $6\gamma_3h_0k_ik_j$. The spin-orbit term is $(\Delta/3)(1-2\,\mathbf L\cdot\mathbf S)$, which is zero for $J=3/2$ and $\Delta$ for $J=1/2$. With $\Delta=10^7$ meV, the four lowest energies agreed with \eqref{eq:bulk} within $0.003$ meV at the wave vectors $(0.2,0.1,0.3)$, $(0.3,0,0.1)$ and $(0.1,-0.2,0.15)$ nm$^{-1}$, for $\gamma_1,\gamma_2,\gamma_3=7,2,3$. These energies depend on $\gamma_2$ and $\gamma_3$ only through their squares, so this agreement fixes the sizes of the terms but not their overall signs. The signs follow from projection. The orbital part equals $h_0[(\gamma_1+4\gamma_2)k^2-6\gamma_2\sum_ik_i^2L_i^2-12\gamma_3\sum_{i<j}k_ik_j\{L_i,L_j\}]$. Within the $J=3/2$ states $L_i^2\to J_i^2/3+1/4$ and $\{L_i,L_j\}\to\{J_i,J_j\}/3$, which gives \eqref{eq:bulk} term by term.

\section{Matrix elements and assembly}

The basis functions are
\begin{equation}
\phi_n(z)=\sqrt{2/L}\,\sin\kappa_nz,\qquad n=1,\dots,N.
\end{equation}
Each satisfies the wall conditions. Because $-\phi_n''=\kappa_n^2\phi_n$,
\begin{equation}
D_{mn}=\langle m|k_z^2|n\rangle=\int_0^L\phi_m'\phi_n'\,dz=\kappa_n^2\delta_{mn}.
\label{eq:D}
\end{equation}
The integration by parts leaves no boundary term, since $\phi_m$ vanishes at the walls.

For the first power of $k_z$, set $x=\pi z/L$:
\begin{align}
P_{mn}&=-i\,\frac2L\,\kappa_n\frac L\pi\int_0^\pi\sin mx\cos nx\,dx\nonumber\\
&=-\frac{2in}{L}\,\frac12\int_0^\pi[\sin(m+n)x+\sin(m-n)x]\,dx.
\end{align}
For even $m+n$ both integrals vanish. For odd $m+n$ they are $2/(m+n)$ and $2/(m-n)$, and half their sum is $2m/(m^2-n^2)$. Hence
\begin{equation}
P_{mn}=-\frac{4i\,mn}{L(m^2-n^2)}\quad(m+n\ \text{odd}),\qquad
P_{mn}=0\quad(m+n\ \text{even}).
\label{eq:P}
\end{equation}
This matrix is Hermitian, imaginary and antisymmetric.

For the field, the product of two sines gives
\begin{equation}
Z_{mn}=\frac{L}{\pi^2}\int_0^\pi x[\cos(m-n)x-\cos(m+n)x]\,dx .
\end{equation}
For an integer $a\ne0$, $\int_0^\pi x\cos ax\,dx=[(-1)^a-1]/a^2$. This is $-2/a^2$ for odd $a$ and zero for even $a$. With $(m+n)^2-(m-n)^2=4mn$,
\begin{equation}
Z_{nn}=\frac L2,\qquad
Z_{mn}=-\frac{8L\,mn}{\pi^2(m^2-n^2)^2}\quad(m+n\ \text{odd}),
\label{eq:Z}
\end{equation}
and the other elements vanish. Quadrature confirmed \eqref{eq:D}, \eqref{eq:P} and \eqref{eq:Z} for the first eight functions at $L=10$ nm, with differences below $10^{-4}$ in the units nm$^{-2}$, nm$^{-1}$ and nm.

The algorithm is then:
\begin{enumerate}
\item Form the $4\times4$ matrices $A_2,A_1,A_0$ at the chosen $(k_x,k_y)$.
\item Form the $N\times N$ matrices $D,P,Z$ from their closed expressions.
\item Assemble and diagonalize the $4N\times4N$ matrix
\begin{equation}
H=D\otimes A_2+P\otimes A_1+1\otimes A_0+eF\,Z\otimes1.
\label{eq:H}
\end{equation}
\item Increase $N$ until the levels of interest are steady.
\end{enumerate}

\subsection{Convergence of the correct matrix}

Every element of \eqref{eq:H} is the true element of the Hamiltonian between basis states. The matrix is therefore a Ritz matrix: enlarging the basis cannot raise its ordered levels, which approach the levels of the model from above.

The rate follows from the behaviour at the walls. An eigenfunction obeys
\begin{equation}
-A_2\psi''-iA_1\psi'+(A_0+eFz-E)\psi=0.
\end{equation}
At $z=0$, where $\psi=0$, this gives $\psi''(0)=-iA_2^{-1}A_1\psi'(0)$, which is in general not zero. Three integrations by parts of the sine coefficient give
\begin{equation}
c_n=\sqrt{\frac2L}\,\frac{(-1)^n\psi''(L)-\psi''(0)}{\kappa_n^3}+O(n^{-5}).
\end{equation}
The Ritz energy error is of second order in the missing part of the function, measured with the kinetic energy. It scales as $\sum_{n>N}n^2|c_n|^2\sim\sum_{n>N}n^{-4}\sim N^{-3}$.

At $k_x=k_y=0$ the coupling $A_1$ vanishes and so does $\psi''$ at the walls. Differentiating the equation twice gives $\psi''''(0)=2eFA_2^{-1}\psi'(0)$. The coefficients then fall as $n^{-5}$ and the energy error as $N^{-7}$. If the field is also zero, each $\phi_n$ is itself an eigenfunction.

\section{The error of squaring the truncated momentum}

Suppose $D$ is replaced by $P^2$, with $P$ already cut to $N$ rows and columns. The diagonal element becomes
\begin{equation}
(P^2)_{nn}=\sum_{m=1}^N|P_{mn}|^2.
\end{equation}
The sines are complete for square-integrable functions on the interval, and $\phi_n'$ is such a function. Parseval's identity therefore gives $\sum_{m=1}^\infty|P_{mn}|^2=\int|\phi_n'|^2dz=\kappa_n^2$. The loss is the omitted tail,
\begin{equation}
\delta_n=\kappa_n^2-(P^2)_{nn}
=\frac{16n^2}{L^2}\sum_{\substack{m>N\\ m+n\ \rm odd}}f(m),\qquad
f(m)=\frac{m^2}{(m^2-n^2)^2}.
\label{eq:tail}
\end{equation}
The tail is long because $\phi_n'$ is a cosine, which is nonzero at the walls, while every sine vanishes there. Its sine coefficients fall only as $1/m$.

Let the first omitted term be $m=M+1$. Then $M=N$ if $N+n$ is even, and $M=N+1$ if $N+n$ is odd. Later terms follow in steps of two, so each sits at the middle of a cell of width two, and the cells fill $(M,\infty)$. Taylor expansion about a midpoint gives
\begin{equation}
\int_{m-1}^{m+1}f\,dx=2f(m)+\tfrac13f''(m)+\cdots .
\end{equation}
Summed over the cells, $\sum f''\simeq\frac12\int_M^\infty f''dx=-\frac12f'(M)$. Therefore
\begin{equation}
2\sum f(m)=\int_M^\infty f\,dx+\tfrac16f'(M)+\cdots .
\end{equation}
For $n\ll M$, $f=x^{-2}+2n^2x^{-4}+\cdots$. The integral is $1/M+2n^2/(3M^3)$, and the derivative term is $-1/(3M^3)$. Inserting half of their sum in \eqref{eq:tail} and dividing by $\kappa_n^2=n^2\pi^2/L^2$ gives
\begin{equation}
\frac{\delta_n}{\kappa_n^2}=\frac{8}{\pi^2M}
\left[1+\frac{2n^2-1}{3M^2}+O(M^{-4})\right].
\label{eq:law}
\end{equation}
For a fixed low state the relative loss falls inversely with basis size, and its leading term does not depend on $n$. In the Hamiltonian, the heavy-hole diagonal element is low by $h_0(\gamma_1-2\gamma_2)\delta_n$.

The condition $n\ll N$ matters. At the top of the basis, $n=N$, the nearest omitted states dominate. With $m=N+d$ and $d\ll N$, $f\simeq1/(4d^2)$, where $d$ is odd. Since $\sum_{d\ \rm odd}d^{-2}=\pi^2/8$, the loss tends to
\begin{equation}
\delta_N\simeq\frac{16N^2}{L^2}\,\frac{\pi^2}{32}=\frac{\kappa_N^2}{2}.
\end{equation}
About half of the highest diagonal element is missing, however large $N$ is; the fraction approaches one half from above.

There are off-diagonal errors too. For $n\ne n'$ of equal parity, the complete sum $\sum_mP_{nm}P_{mn'}$ is zero by \eqref{eq:D}. The truncated sum is minus its tail:
\begin{equation}
(P^2)_{nn'}\simeq-\frac{16nn'}{L^2}\,\frac1{2M}=-\frac{8nn'}{L^2M}
\qquad(n,n'\ll M).
\end{equation}
For opposite parity no intermediate $m$ connects the two states, and the element is zero, as it should be.

\section{Why the energies do not converge}

A diagonal error that vanishes as $1/N$ suggests energy errors that do the same. They do not. The loss is not uniformly small over the basis, and diagonalization can use the combinations for which it is large.

The smallest clear case is $N=3$. From \eqref{eq:P}, $P_{21}=-8i/(3L)$ and $P_{23}=24i/(5L)$. The vector $v=(1,0,5/9)$ therefore satisfies $Pv=0$, and $P^2$ assigns it no kinetic energy. Its true mean value of $k_z^2$ is
\begin{equation}
\frac{1+9(5/9)^2}{1+(5/9)^2}\Big(\frac\pi L\Big)^2
=\frac{306}{106}\Big(\frac\pi L\Big)^2\approx2.89\Big(\frac\pi L\Big)^2 .
\end{equation}
The derivative of this function is not zero. It lies outside the three basis functions, where the truncated matrix cannot see it.

The general statement uses the symmetry of $P$. If $Pv=pv$, complex conjugation and $P^*=-P$ give $Pv^*=-pv^*$. Eigenvalues thus come in pairs $\pm p$.
\begin{itemize}
\item For odd $N$ one eigenvalue must be zero. The lowest eigenvalue of $P^2$ is zero instead of $(\pi/L)^2$.
\item For even $N$ the two lowest eigenvalues of $P^2$ are equal. The lowest cannot exceed the diagonal element $(P^2)_{11}<(\pi/L)^2$, so the second is also below $(\pi/L)^2$, whereas its true value is $4(\pi/L)^2$. It is too small by more than 75 per cent of the true value for every even $N$.
\end{itemize}

In units of $(\pi/L)^2$, the lowest three computed eigenvalues of $P^2$ are $0.995,0.995,8.956$ at $N=640$ and $0,3.980,3.980$ at $N=641$. The true values are $1,4,9$. The numbers suggest the limits $1,1,9$ and $0,4,4$. These are the squared wave numbers of a ring of length $L$ with antiperiodic and periodic boundary conditions, respectively. This identification of the limits is a conjecture from the numbers; the two itemized statements are proved.

\subsection{Consequences for the Luttinger problem}

For any vector $v$, Parseval's identity gives
\begin{equation}
v^\dagger(D-P^2)v=\sum_{m>N}\Big|\sum_{n\le N}P_{mn}v_n\Big|^2\ge0.
\end{equation}
Since $A_2$ is positive, $(D-P^2)\otimes A_2$ has no negative eigenvalue. Each ordered hole level from the squared version therefore lies at or below the level from \eqref{eq:H} at the same $N$. The squared version has lost the Ritz property, and its levels are no upper bounds to the true ones.

At $F=0$ the fault has a simple form. Write $P=UpU^\dagger$ with diagonal $p$. Then
\begin{equation}
(U^\dagger\otimes1)(P^2\otimes A_2+P\otimes A_1+1\otimes A_0)(U\otimes1)
\end{equation}
splits into $4\times4$ blocks $A_2p_j^2+A_1p_j+A_0=H_{\rm b}(k_x,k_y,p_j)$. The squared version returns bulk energies at a discrete set of wave numbers. This was tested for $N=12$ at $k_x=0.2$ nm$^{-1}$, $k_y=0$. A hard wall does something else: it combines heavy and light waves of both signs of $k_z$ so that all four components vanish there. That mixing is lost.

\subsection{When a product is permissible}

The derivative of $\phi_n$ is $\kappa_n\sqrt{2/L}\cos\kappa_nz$. If the intermediate states are these cosines, the product of the two $k_z$ matrices (sine to cosine, then cosine to sine) is $\kappa_n^2\delta_{mn}$, with no truncation error. If sines are kept as intermediate states, they must run to a cutoff $N'$ much larger than $N$. With $N$ fixed, all elements of the finite matrix, and hence its levels, then approach those of \eqref{eq:H} as $1/N'$. In a periodic plane-wave basis each function is an eigenfunction of $k_z$, and squaring the truncated matrix is harmless. The trouble comes from a derivative that leaves the chosen space.

\section{Worked example}

Take $L=10$ nm, $\gamma_1,\gamma_2,\gamma_3=7,2,3$, $F=0.02$ MV/cm, $k_x=0.2$ nm$^{-1}$ and $k_y=0$. The field gives $eF=2$ meV/nm, or 20 meV across the layer. With $h_0=38.10$ meV\,nm$^2$, the $k_z^2$ part of the first heavy-hole diagonal element is
\begin{equation}
38.10\times(7-4)\times(\pi/10)^2=11.28\ \text{meV}.
\end{equation}
For $N=40$ and $n=1$, $N+n$ is odd and $M=41$. Equation \eqref{eq:law} gives a relative loss of $8/(41\pi^2)=1.977$ per cent, or $0.223$ meV. The direct matrix product gives the same figures. The loss is $0.436$ meV at $N=20$ and $0.113$ meV at $N=80$, close to halving with each doubling of $N$.

The levels of the whole problem, in meV, are:
\begin{center}
\begin{tabular}{lcccc}
Kinetic matrix & 1 & 2 & 3 & 4\\
exact, $N=20$ & 29.063 & 30.432 & 40.454 & 42.253\\
exact, $N=80$ & 29.063 & 30.432 & 40.452 & 42.251\\
squared, $N=80$ & 16.828 & 16.858 & 19.788 & 19.823\\
squared, $N=81$ & 14.262 & 14.273 & 26.075 & 26.101
\end{tabular}
\end{center}
A finite-difference solution on 200 and 400 cells, extrapolated by $E=(4E_{400}-E_{200})/3$, agrees with the exact-element levels at $N=80$ within about $2\times10^{-5}$ meV. The change of the lowest level from $N=20$ to $40$ is $7.79$ times that from $40$ to $80$; an $N^{-3}$ law gives 8.

At $N=80$ squaring lowers the first level by $12.2$ meV, which is 42 per cent of the correct level and about a hundred times the diagonal loss. At $N=81$ it lowers it by $14.8$ meV, or 51 per cent. Going to $N=160$ and $161$ moves the squared results by only $0.12$ and $0.01$ meV, so apparent convergence is no safeguard. A comparison of even with odd $N$ exposes the fault. The splitting of the lowest pair, which the field produces by removing the inversion symmetry of the well, falls from $1.37$ meV to $0.03$ and $0.01$ meV. The full figures are in the numerical output.

\subsection{Relation to real wells}

The parameters are round values in the rough regime of a GaAs-type well between AlGaAs barriers. Real barriers are finite, and this is the largest sized correction to the confinement energy. For a barrier of height $V=200$ meV, a rough value, and equal heavy-hole mass on both sides, the lowest level is $E=h_{\rm h}q^2$, with $h_{\rm h}=h_0(\gamma_1-2\gamma_2)$ and $q\tan(qL/2)=\sqrt{V/h_{\rm h}-q^2}$. At $k_x=F=0$ it falls from $11.3$ to $8.5$ meV, by 25 per cent. The lighter mass penetrates further: the first light-hole level falls from $41.4$ to $24.6$ meV. With the same Luttinger parameters on both sides, the first level of the worked example falls from $29.1$ to $23.8$ meV. A split-off band at a rough 340 meV, treated with the six-band matrix in the same hard-wall well, lowers the first level at the example's $k_x$ and field by $0.2$ meV. Turning the wave vector from [100] to [110] at fixed length lowers it by $1.6$ meV; the model contains this warping, but an isotropic in-plane mass would miss it.

The holes' own charge is also ignored. A sheet density $p_s$ spread evenly over the width $L$ produces a potential-energy difference $e^2p_sL/(8\epsilon_0\epsilon_r)$ between midplane and wall. This is $1.7$ meV for $p_s=10^{11}$ cm$^{-2}$ and $\epsilon_r=13$. Charge distributed as in the lowest hard-wall state at $k_x=F=0$, which peaks at midplane, would give $2.4$ meV. The difference grows in proportion to density, so a denser layer needs a self-consistent potential. At 300 K, $k_BT=25.9$ meV far exceeds the Fermi energy scale of $2.2$ meV at this density, so the holes are nondegenerate. That scale uses the diagonal heavy-hole in-plane mass; mixing with light holes makes it smaller still. Between hard walls the next pair at $k_x=0$ lies $30$ meV higher, with Boltzmann factor $0.31$. With the 200 meV barrier the spacing is only about $16$ meV and the factor about $0.53$, so a one-subband picture is poor. Escape by tunnelling, estimated for a barrier thicker than the roughly 90 nm over which the field lowers its edge to the hole level, carries a factor below $e^{-60}$ even for the light-hole part of the state, which decays most slowly in the barrier; a thinner barrier would leak more. A rough breakdown field of $0.4$ MV/cm is twenty times the field used. Strain and crystal inversion asymmetry have not been sized.

The field is low for a strong inversion layer. In silicon the split-off band lies only a few hundredths of an eV away, and six bands are then needed. The rule for $k_z^2$ is unchanged, because \eqref{eq:D} concerns the basis functions and not the number of bands.

\section*{Computed results}
\begin{verbatim}
hbar^2/(2 m0) = 38.0998 meV nm^2; g1, g2, g3 = 7.0, 2.0, 3.0
width L = 10.0 nm; field = 0.02 MV/cm; e*field = 2.000 meV/nm; kx = 0.2 1/nm
heavy-hole kz^2 energy, n=1: 11.2809 meV; n=2: 45.1236 meV
light-hole kz^2 energy, n=1: 41.3633 meV
Loss in heavy-hole n=1 diagonal element when P is squared:
  N= 10: 7.3890 percent, 0.83354 meV
  N= 20: 3.8628 percent, 0.43576 meV
  N= 40: 1.9774 percent, 0.22307 meV
  N= 80: 1.0008 percent, 0.11289 meV
  N=160: 0.5035 percent, 0.05680 meV
  N=320: 0.2525 percent, 0.02849 meV
Lowest three eigenvalues of P^2 in units (pi/L)^2 (true: 1, 4, 9):
  N= 20: 0.9189, 0.9189, 8.2695
  N= 80: 0.9717, 0.9717, 8.7455
  N=640: 0.9951, 0.9951, 8.9557
  N= 21: 0.0000, 3.6866, 3.6866
  N= 81: 0.0000, 3.8880, 3.8880
  N=641: 0.0000, 3.9803, 3.9803
Lowest four levels at kx with field, exact kz^2 elements (meV):
  N= 10: 29.06795, 30.43588, 40.46347, 42.26164
  N= 20: 29.06345, 30.43222, 40.45350, 42.25258
  N= 40: 29.06286, 30.43174, 40.45225, 42.25145
  N= 80: 29.06279, 30.43168, 40.45209, 42.25131
  finite differences, extrapolated: 29.06278, 30.43167, 40.45207, 42.25129
  ratio of successive changes of lowest level (20-40)/(40-80): 7.79
Same levels from squared P (meV):
  N= 20: 16.3270, 16.3628, 19.2945, 19.3358
  N= 80: 16.8277, 16.8581, 19.7877, 19.8226
  N=160: 16.9445, 16.9738, 19.9024, 19.9360
  N= 21: 14.2220, 14.2358, 25.9698, 26.0053
  N= 81: 14.2617, 14.2728, 26.0745, 26.1013
  N=161: 14.2703, 14.2808, 26.0966, 26.1217
Neglected or simplified effects (rough inputs):
  barrier 200 meV: n=1 heavy hole (kx=0, no field) 8.496 meV, change -2.785 meV
  split-off band at 340 meV: lowest level at kx 28.8616 meV, change -0.2012 meV
  direction [110] instead of [100]: 27.4917 meV, change -1.5711 meV
  hole density 1.0e+11 1/cm2, permittivity 13.0: potential sag 1.740 meV
  Fermi energy scale 2.154 meV; kT at 300 K 25.852 meV
  lowest pair to next pair at kx=0: 30.359 meV, Boltzmann factor 0.309
  field escape exponent 165.3; breakdown 0.4 MV/cm, 20 times the field
\end{verbatim}
